# In-plane surface stress from the slab dipole correction

## What the stress routine must add

A calculation on an asymmetric slab that uses the dipole correction has an extra term in its energy, and its stress routine must contain the strain derivative of that term. The implementer has to decide what to hold fixed in the derivative: the total dipole of the cell, the dipole per area, or neither. The choice changes the size of the term and can reverse its sign. For a correction included in the self-consistent cycle, the total dipole is held fixed, and the contribution to the surface stress is

$$
\tau_d=-\frac{2\pi m^2}{L}. \tag{1}
$$

Here $L$ is the height of the periodic cell and $m=M/A$ is the dipole per area, with $M$ the total dipole along the normal $z$ and $A$ the cell area. If the total dipole is inserted instead, the same result reads $-2\pi M^2/(A^2L)$.

Hartree atomic units are used, with $e=1$. In rydberg, with $m$ still in $e$/bohr, equation (1) becomes $-4\pi m^2/L$. Charge density is positive for nuclei and negative for electrons. Surface stress is the energy change per area and per unit strain, so a negative value favours expansion. It refers to the whole slab with both its faces.

## The correction energy

The slab is neutral, and the cell boundaries $z=\pm L/2$ lie in vacuum. Let $\bar\rho(z)$ be the charge density averaged over the plane. Then

$$
\int\bar\rho\,dz=0,\qquad m=\int z\,\bar\rho\,dz .
$$

Because of neutrality, $m$ does not depend on the origin of $z$. For a charged slab it would, and the derivation would fail.

The averaged potential of an isolated slab solves $\phi''=-4\pi\bar\rho$ with no field on either side:

$$
\phi_{\rm iso}(z)=-2\pi\int|z-z'|\,\bar\rho(z')\,dz' .
$$

Above the slab $|z-z'|=z-z'$. The term in $z$ vanishes by neutrality, which leaves $\phi_{\rm iso}=+2\pi m$. Below the slab $|z-z'|=z'-z$, and $\phi_{\rm iso}=-2\pi m$. The vacuum levels therefore differ by $4\pi m$.

The periodic potential obeys the same Poisson equation inside the cell, so it can differ from $\phi_{\rm iso}$ by a linear function at most:

$$
\phi_{\rm per}=\phi_{\rm iso}+az+b .
$$

Equal values at the two boundaries require $4\pi m+aL=0$, hence

$$
\phi_{\rm per}=\phi_{\rm iso}-\frac{4\pi m}{L}z+b. \tag{2}
$$

The slopes at the boundaries also match, because $\phi_{\rm iso}$ is flat at both. Periodicity has thus put an artificial field $+4\pi m/L$ across the cell.

The electrostatic energy per area is $\tfrac12\int\bar\rho\,\phi\,dz$. The constant $b$ drops out by neutrality, and the linear term gives

$$
\frac{E_{\rm per}-E_{\rm iso}}{A}
=-\frac12\,\frac{4\pi m}{L}\int z\,\bar\rho\,dz
=-\frac{2\pi m^2}{L}.
$$

The correction restores the isolated energy. Per cell, with $m=M/A$, it is

$$
E_d=A\,\frac{2\pi m^2}{L}=\frac{2\pi M^2}{AL}. \tag{3}
$$

Density components that vary in the plane with wavevector $G$ have potentials that decay as $e^{-G|z|}$ outside the slab. They couple neighbouring images by terms of order $e^{-G(L-t)}$, where $t$ is the slab thickness. Equation (3) omits these terms, so the vacuum must be wide compared with $1/G$ for the smallest nonzero $G$.

For the self-consistent cycle, write $M=\sum_I Z_Iz_I-\int z\,n\,d^3r$, with ionic charges $Z_I$ and electron number density $n$. Varying (3) gives the electron potential

$$
v_d(z)=\frac{\delta E_d}{\delta n}
=\frac{4\pi M}{AL}\,\frac{\delta M}{\delta n}
=-\frac{4\pi M}{AL}\,z. \tag{4}
$$

It jumps at the cell boundary. If the total energy is assembled from occupied eigenvalues, the contribution $\int n\,v_d\,d^3r$ contained in them is subtracted and $E_d$ is added.

## Strain at fixed height and fixed total dipole

An in-plane strain $\epsilon_{ab}$ moves a lateral position $x_a$ to $x_a+\sum_b\epsilon_{ab}x_b$ and leaves $z$ alone. The density is carried along, so each volume element keeps its charge:

$$
\rho'(\mathbf r')\,d^3r'=\rho(\mathbf r)\,d^3r .
$$

Multiplying by $z'=z$ and integrating gives $M'=M$. Fixed $M$ is therefore a consequence of carrying the charge along. The area changes as $A'=A\det(1+\epsilon)=A(1+\epsilon_{xx}+\epsilon_{yy})$ to first order, so $\partial A/\partial\epsilon_{ab}=A\,\delta_{ab}$. With (3),

$$
\tau_{d,ab}=\frac1A\frac{\partial E_d}{\partial\epsilon_{ab}}
=\frac1A\left(-\frac{2\pi M^2}{A^2L}\right)A\,\delta_{ab}
=-\frac{2\pi m^2}{L}\,\delta_{ab}. \tag{5}
$$

The two normal components are equal and the shear component is zero. Under an isotropic area strain $d\eta=dA/A$, the energy changes as $dE_d/d\eta=A\tau_d$, which is equation (1). If the code instead applies the same linear strain $\epsilon$ to both axes, then $dA/A=2\epsilon$ and $dE_d/d\epsilon=2A\tau_d$. The factor 2 belongs to the strain variable and not to the stress.

A code that reports stress per cell volume needs $\tau_d/L$ in its two in-plane normal components, with the sign reversed if its convention counts compressive stress as positive. A full stress tensor also has a component along $z$. If that strain stretches $L$ and all charge heights together, $M$ and $L$ grow in proportion, so $E_d$ does too, and the component is $E_d/(AL)=-\tau_d/L$ in the first sign convention. It plays no part in the surface stress at fixed height.

Equation (5) was tested on four Gaussian charges of standard deviation 0.5 bohr in a cell with lateral vectors $(5,0)$ and $(1,4.5)$ bohr and $L=24$ bohr. The charges are $1.0,-0.6,-0.9,0.5$ at heights $1.8,0.4,-1.5,-0.7$ bohr. Their lateral fractional coordinates are $(0.10,0.20)$, $(0.55,0.35)$, $(0.30,0.80)$ and $(0.75,0.65)$. The dipole is

$$
M=1.8-0.24+1.35-0.35=2.56\ e\,\text{bohr}.
$$

The energy was summed once for a single layer, periodic in two dimensions, and once for the stack, periodic in three. The difference is 0.0762546 Ha, and (3) gives $2\pi(2.56)^2/(22.5\times24)$ Ha, the same value. Straining the cell by $\pm10^{-3}$ along $x$ and differencing gives $-3.389097\times10^{-3}$ Ha/bohr², against $-3.389093\times10^{-3}$ from (5). The relative excess of about $10^{-6}$ is the error of the central difference: for an energy proportional to $1/(1+\delta)$ the difference quotient is $-1/(1-\delta^2)$. The $yy$ component agrees equally well, and the shear component vanishes to $5\times10^{-11}$ of the formula's size.

## Other constraints give other answers

If the dipole per area is held fixed, $E_d=2\pi m^2A/L$ grows with area, and its derivative is $+2\pi m^2/L$. In the charge model this case is produced by scaling all charges with the area, and the measured stress is $+3.389093\times10^{-3}$ Ha/bohr².

If the cell volume is held fixed in place of the height, $AL$ is constant. At fixed $M$ and fixed charge heights $E_d$ then does not change, and the contribution is zero. The charge model confirms this to about $2\times10^{-10}$ of the size of (1).

A frozen external field is a third case. The correcting field is $F_c=-4\pi M/(AL)$. Suppose its converged value is kept as a constant and the energy is written as $-F_cM$. The electron potential is the same as (4), but the energy is $4\pi M^2/(AL)$, twice $E_d$, and it has no explicit strain derivative at fixed $M$. Equal potentials thus do not guarantee equal stresses. The field in the dipole correction depends on $M$, $A$ and $L$, and the energy must be (3).

## Why the dipole's response is not added

The dipole of a real slab changes when the slab is stretched. This does not alter (1) as the term to be coded, provided the density minimizes the corrected energy. Let $E[n;A]=E_{\rm per}[n;A]+E_d[n;A]$, where $n$ is described in coordinates that move with the strain. The total derivative is

$$
\frac{dE}{dA}=\frac{\partial E_{\rm per}}{\partial A}\bigg|_n
+\frac{\partial E_d}{\partial A}\bigg|_n
+\int\frac{\delta E}{\delta n}\,\frac{dn}{dA}\,d^3r. \tag{6}
$$

The last term vanishes, because $E$ is stationary for density changes that conserve the electron number. The second is (1), since fixed $n$ in these coordinates means fixed $M$. Relaxed ionic positions drop out in the same way, because the forces on them are zero.

The correction term taken alone does feel the response. With $\chi_A=d\ln M/d\ln A$,

$$
\frac{d}{dA}\,\frac{2\pi M(A)^2}{AL}
=-\frac{2\pi M^2}{A^2L}+\frac{4\pi M}{AL}\frac{dM}{dA}
=-\frac{2\pi m^2}{L}\,(1-2\chi_A). \tag{7}
$$

The part with $\chi_A$ is cancelled by the response of $E_{\rm per}$ and must not be coded separately. For $\chi_A=1$, which is fixed dipole per area, (7) returns the reversed sign found above.

A basis that does not follow the strain brings its usual additional stress terms. They must be evaluated with the corrected Hamiltonian, including $v_d$, because that is the Hamiltonian for which the orbitals are stationary.

A Hartree slab in which the density is free to respond puts (6) to the test. Each cell of area 30 bohr² and height 24 bohr holds two electrons in one orbital $\psi(z)$. Two ionic sheets of unit charge per cell, Gaussian with standard deviation 0.6 bohr, lie at $z=\pm1.2$ bohr. Each electron also feels the short-range potential

$$
-\frac{1}{A}\left[36\,e^{-(z+1.2)^2/2}+24\,e^{-(z-1.2)^2/2}\right]\ \text{Ha},
$$

with $A$ in bohr² and $z$ in bohr. Exchange, correlation and lateral kinetic energy are left out. At fixed $\psi$ the kinetic energy does not depend on $A$, while the short-range and Hartree energies scale as $1/A$. The explicit derivative without the correction is therefore minus their sum divided by $A$.

The corrected dipole is 0.5772 $e$ bohr, and it responds to area with $\chi_A=-0.288$. Solving the slab anew at areas displaced by one and two steps of 0.12 bohr² gives the full derivative. Subtracting the explicit part without the correction leaves

$$
(6.5290177-6.5387096)\times10^{-2}=-9.692\times10^{-5}\ \text{Ha/bohr}^2 ,
$$

and (1) gives $-9.692\times10^{-5}$ Ha/bohr². Differentiating the correction term with $M(A)$ gives $-1.528\times10^{-4}$ Ha/bohr². This is larger by the factor $1+2\times0.288=1.576$ of equation (7), and it would be wrong as the added stress term.

## When the correction is added afterwards

Some workflows converge the uncorrected slab and then add (3) to its energy. The density is then stationary for $E_{\rm per}$ but not for the sum, and the argument below (6) no longer applies to the added term. The derivative of this energy is the uncorrected stress plus (7), evaluated with the uncorrected dipole and its response. Adding (1) would give a stress inconsistent with the energy.

The energy itself is also wrong, because the artificial field has polarized the slab. Let $M_0$ and $E_0$ belong to the corrected slab, and let $\alpha$ be its polarizability per cell, so that an applied field $F$ changes the dipole to $M_0+\alpha F$. To second order, the lowest corrected energy at a prescribed dipole is

$$
E(M)=E_0+\frac{(M-M_0)^2}{2\alpha},
$$

since minimizing $E(M)-FM$ reproduces the stated response. Without the correction, the function to minimize is $E(M)-2\pi M^2/(AL)$. Setting its derivative to zero gives

$$
\frac{M-M_0}{\alpha}=\frac{4\pi M}{AL}
\quad\Rightarrow\quad
M_{\rm unc}=\frac{M_0}{1-x},\qquad x=\frac{4\pi\alpha}{AL}. \tag{8}
$$

This is a minimum for $x<1$. Adding (3) afterwards cancels the term $-2\pi M_{\rm unc}^2/(AL)$ but leaves the polarization energy

$$
\Delta E=\frac{(M_{\rm unc}-M_0)^2}{2\alpha}
=\frac{\alpha}{2}\left(\frac{4\pi M_{\rm unc}}{AL}\right)^2 . \tag{9}
$$

Inserting (8) and dividing by $2\pi M_0^2/(AL)$, the correct $E_d$, gives the relative error $x/(1-x)^2$.

The Hartree slab has $\alpha=5.775$ bohr³, so $x=0.101$. Equation (8) predicts an uncorrected dipole of 0.6419 $e$ bohr, and the calculation gives 0.6416. The error of the late correction is $3.60\times10^{-4}$ Ha, against $3.62\times10^{-4}$ from (9). This is about 12% of the proper correction energy.

The dependence on cell height shows what the self-consistent correction achieves compared with no correction. When $L$ is raised from 24 to 36 bohr at fixed area, the corrected surface stress changes by $2\times10^{-12}$ Ha/bohr², while the uncorrected one changes by $-6.03\times10^{-5}$ Ha/bohr². Substituting (8) into the uncorrected energy gives $E_0-2\pi M_0^2/[AL(1-x)]$. To leading order in $1/L$, the stress artefact is therefore the negative of (7), with the response included. It falls from $1.528\times10^{-4}$ to two thirds of that value, a change of $-5.09\times10^{-5}$ Ha/bohr². Higher powers of $1/L$ supply the rest.

## Numbers for a metal slab

In SI units $2\pi$ is replaced by $1/(2\varepsilon_0)$, and the vacuum-level step is $\Delta V=m/\varepsilon_0$. Equation (1) becomes

$$
\tau_d=-\frac{m^2}{2\varepsilon_0L}=-\frac{\varepsilon_0(\Delta V)^2}{2L}. \tag{10}
$$

Take a thin metal slab with one face covered by an alkali metal. The parameters are rough round values: work functions of 4.2 and 2.2 eV, $L=3$ nm, $t=1$ nm and $A=0.28$ nm². The step is $4.2-2.2=2.0$ V, which corresponds to $m=0.1105$ $e$/nm and $M=0.1105\times0.28=0.0309$ $e$ nm. With $\varepsilon_0=m/\Delta V=0.05526$ $e$/(V nm),

$$
\tau_d=-\frac{0.05526\times2.0^2}{2\times3}\ \frac{\text{eV}}{\text{nm}^2}
=-0.0368\ \frac{\text{eV}}{\text{nm}^2}
=-5.9\times10^{-3}\ \frac{\text{N}}{\text{m}} .
$$

The correction energy is $0.0368\times0.28$ eV, or 10.3 meV per cell. The contribution to the cell-averaged stress is $-5.9\times10^{-3}/(3\times10^{-9})$ Pa, or $-2.0$ MPa.

A lowering of the work function by a couple of electronvolts is a reasonable size for alkali coverage, and surface stresses of metals are roughly of order 1 N/m. The term is then below one percent of such a stress. It matters when small stress differences are sought or when the step is large: at fixed $L$, a step of 4 V would make it four times as large. A real single slab has no periodic images and hence no such stress. The term removes, at given density, the artefact of the periodic energy.

Polarization is the large effect if the correction is left out of the self-consistent cycle. In an ideal conductor, surface charges $\pm s$ per area cancel an applied field when $4\pi s=F$. Their dipole per area is $st=Ft/(4\pi)$, so $\alpha=At/(4\pi)$ and $x=t/L=1/3$. Equation (8) then enlarges the dipole by $1/(1-1/3)=1.5$. The late correction leaves an error of $(1/3)/(2/3)^2=0.75$ of the proper correction energy. A real metal film has an electrostatic thickness that differs from its nominal one, and the estimate moves with it through $x$. If the screening charge lies 0.07 nm outside each face, a reasonable size for a simple metal, the effective thickness is 1.14 nm and $x=0.38$. The dipole is then enlarged by 1.6, and the late correction leaves an error about as large as the proper correction energy itself. For such films the correction belongs inside the self-consistent cycle.

Three other effects, estimated next, are small here. For a hexagonal cell of this area and 2 nm of vacuum, the lateral image factor $e^{-G(L-t)}$ is $8\times10^{-12}$. The potential jump of (4) must lie where the electron density is negligible. With the jump in the middle of the vacuum, 1 nm from the covered face, the density decay factor for a square barrier of 2.2 eV is $2.5\times10^{-7}$. The thermal factor for reaching the vacuum level at 300 K is $10^{-37}$. These are exponential factors without prefactors, so they are only rough guides. The density factor is the most sensitive to the model: a barrier that approaches the vacuum level slowly, as the image potential does, raises it by about two orders of magnitude, which still leaves it small. Full digits stand in the numerical output below.

## Values computed for the example and the checks

```
LATTICE OF GAUSSIAN CHARGES (Hartree atomic units)
cell area: 22.5 bohr^2
cell height: 24 bohr
total dipole: 2.56 e bohr
isolated minus periodic energy: 7.625460e-02 Ha
formula -2 pi m^2/L: -3.389093e-03 Ha/bohr^2
measured stress xx: -3.389097e-03 Ha/bohr^2
measured stress yy: -3.389097e-03 Ha/bohr^2
measured shear / formula size: -4.7e-11 (no unit)
xx with fixed dipole per area: 3.389093e-03 Ha/bohr^2
xx at fixed volume / formula size: 2.2e-10 (no unit)
SELF-CONSISTENT HARTREE SLAB (Hartree atomic units)
cell area: 30 bohr^2
cell height: 24 bohr
corrected dipole: 0.57722 e bohr
d ln M / d ln A: -0.2881 (no unit)
full dE/dA: 6.5290177e-02 Ha/bohr^2
explicit part without correction: 6.5387096e-02 Ha/bohr^2
difference of these two: -9.69191e-05 Ha/bohr^2
formula -2 pi m^2/L: -9.69190e-05 Ha/bohr^2
correction term differentiated with M(A): -1.52764e-04 Ha/bohr^2
stress change L=24 to 36, corrected: 1.8e-12 Ha/bohr^2
stress change L=24 to 36, uncorrected: -6.0290e-05 Ha/bohr^2
polarizability per cell: 5.7753 bohr^3
uncorrected dipole: 0.64155 e bohr
linear-response prediction: 0.64192 e bohr
error if correction is added afterwards: 3.5956e-04 Ha
predicted error: 3.6205e-04 Ha
METAL SLAB WITH ONE ALKALI-COVERED FACE (rough parameters)
work function, clean face: 4.2 eV
work function, covered face: 2.2 eV
cell height: 3 nm
slab thickness: 1 nm
cell area: 0.28 nm^2
vacuum-level step: 2 V
dipole per area: 0.11053 e/nm
total dipole: 0.030948 e nm
correction energy per cell: 10.316 meV
surface stress: -0.036842 eV/nm^2
surface stress: -5.9028e-03 N/m
cell-averaged stress: -1.9676 MPa
uncorrected / corrected dipole, conductor: 1.5 (no unit)
late-correction error / correction energy: 0.75 (no unit)
lateral image factor: 8.3e-12 (no unit)
electron tail factor at jump: 2.5e-07 (no unit)
temperature: 300 K
thermal factor at covered face: 1.1e-37 (no unit)
```
